# Polarizability of a Charged Harmonic Oscillator in a Uniform Field, part 1

(Sections cited here and not found follow in the second part.)

## Static response: completing the square

An electron held by a harmonic force with an oscillator quantum of 10 eV has a root-mean-square spread of 62 pm in its ground state and 163 pm in its third excited state, yet the polarizability volume is 1.097 Å³ in both. These values were found by diagonalizing the Hamiltonian on a grid of positions. For the polarizability, this was done in fields of $+20$ and $-20$ V/nm, and the difference of the two dipoles was divided by the difference of the fields. The excited state is 2.6 times as wide as the ground state, and one might expect the wider charge cloud to be easier to displace. The equality needs an explanation.

### The model and its sign conventions

A particle of mass $m$ and charge $q$ moves along the $x$ axis. A spring-like force $-m\omega^2x$, with $\omega>0$, pulls it towards the origin. The charge $q$ carries its own sign, so $q=-e$ for an electron. A fixed charge $-q$ sits at the origin and makes the whole system neutral. Its contribution to the dipole is $-q\cdot 0=0$, so the dipole operator is $qx$.

A static field $E$ points along $x$ and has the same value everywhere the particle can be found. Its electrostatic potential is $-Ex$ if the zero is placed at the origin. The particle therefore has the additional energy $-qEx$, and the fixed charge has none. The Hamiltonian is

$$H=\frac{p^2}{2m}+\frac12 m\omega^2x^2-qEx. \tag{1}$$

The sign can be checked from the force: minus the derivative of $-qEx$ is $+qE$, as it should be. The letter $W$ will denote energies, since $E$ is the field.

### Two definitions of the polarizability

The first definition uses the dipole. If a stationary state has no dipole at zero field, its polarizability $\alpha$ is the coefficient in

$$q\langle x\rangle=\alpha E \tag{2}$$

for small $E$. The second definition uses the energy, and the two are connected by the way an energy level depends on a parameter of the Hamiltonian. Let $\psi$ be a normalized eigenstate, so that $W=\langle\psi|H|\psi\rangle$. Differentiation with respect to $E$ gives three terms:

$$\frac{dW}{dE}=\Big\langle\frac{d\psi}{dE}\Big|H\Big|\psi\Big\rangle+\Big\langle\psi\Big|\frac{\partial H}{\partial E}\Big|\psi\Big\rangle+\Big\langle\psi\Big|H\Big|\frac{d\psi}{dE}\Big\rangle .$$

In the first and last terms $H$ acts on its own eigenstate and gives the number $W$. Together they equal $W\,d\langle\psi|\psi\rangle/dE$, which vanishes because the norm stays equal to one. The middle term remains, and equation (1) gives $\partial H/\partial E=-qx$. Hence

$$\frac{dW}{dE}=-q\langle x\rangle. \tag{3}$$

The same argument holds for any other parameter in $H$. If the dipole is $\alpha E$, integration of equation (3) from zero field yields

$$W(E)=W(0)-\int_0^E\alpha E'\,dE'=W(0)-\frac12\alpha E^2. \tag{4}$$

The factor $\tfrac12$ arises because the dipole grows with the field; a permanent dipole $d$ would give $-dE$ without it.

### The square

The two position-dependent terms of equation (1) form a quadratic function of $x$. Taking out the factor $\tfrac12m\omega^2$ leaves

$$\frac12m\omega^2x^2-qEx=\frac12m\omega^2\left(x^2-\frac{2qE}{m\omega^2}x\right).$$

The bracket is the beginning of a square. Define

$$x_0=\frac{qE}{m\omega^2}. \tag{5}$$

Then the bracket is $x^2-2x_0x$. Adding and subtracting $x_0^2$ turns it into $(x-x_0)^2-x_0^2$, so that

$$\frac12m\omega^2x^2-qEx=\frac12m\omega^2(x-x_0)^2-\frac12m\omega^2x_0^2. \tag{6}$$

The constant follows from equation (5):

$$\frac12m\omega^2x_0^2=\frac12m\omega^2\,\frac{q^2E^2}{m^2\omega^4}=\frac{q^2E^2}{2m\omega^2}. \tag{7}$$

The field has moved the minimum of the parabola to $x_0$ and lowered it by this amount. The coefficient of the quadratic term is the same as before, so the curvature has not changed.

Now measure the position from the new minimum, $y=x-x_0$. Because $x_0$ does not depend on $x$, the chain rule gives $d/dx=d/dy$, and the momentum operator $p=-i\hbar\,d/dx$ is also $-i\hbar\,d/dy$. The Hamiltonian becomes

$$H=\frac{p^2}{2m}+\frac12m\omega^2y^2-\frac{q^2E^2}{2m\omega^2}. \tag{8}$$

This is the field-free oscillator in the variable $y$, plus a constant. The boundary conditions agree as well: $x$ runs over the whole line, and so does $y$. If there were hard walls at fixed values of $x$, the walls would not move with the parabola, and the equivalence would be lost.

### Levels, mean position and spread

The properties of the field-free oscillator that are needed here follow from one pair of operators. Let $a=\sqrt{\hbar/(m\omega)}$, which is a length, and define

$$b=\frac1{\sqrt2}\left(\frac ya+\frac{ia\,p}{\hbar}\right),\qquad b^\dagger=\frac1{\sqrt2}\left(\frac ya-\frac{ia\,p}{\hbar}\right). \tag{9}$$

With $yp-py=i\hbar$, their product is

$$b^\dagger b=\frac12\left(\frac{y^2}{a^2}+\frac{a^2p^2}{\hbar^2}+\frac i\hbar(yp-py)\right)=\frac12\left(\frac{y^2}{a^2}+\frac{a^2p^2}{\hbar^2}-1\right).$$

In the opposite order the commutator enters with the other sign, so $bb^\dagger-b^\dagger b=1$. Multiplication by $\hbar\omega$ turns the first two terms into $\tfrac12m\omega^2y^2$ and $p^2/2m$. The oscillator part of equation (8) is therefore $\hbar\omega(b^\dagger b+\tfrac12)$.

Suppose that $b^\dagger b\,\phi=\nu\phi$ with $\phi$ normalized. Then $\nu=\langle\phi|b^\dagger b|\phi\rangle$ is the squared norm of $b\phi$ and cannot be negative. Moreover,

$$b^\dagger b\,(b\phi)=(bb^\dagger-1)b\phi=b(b^\dagger b-1)\phi=(\nu-1)\,b\phi,$$

so $b$ lowers the eigenvalue by one. Repeated lowering would lead to negative eigenvalues unless some state is annihilated by $b$, and a state is annihilated when its eigenvalue is zero. Hence $\nu$ is a whole number $n=0,1,2,\dots$

The condition $b\phi=0$ is a first-order differential equation with one solution, the Gaussian $e^{-y^2/2a^2}$, so the lowest level is not degenerate. Neither are the others: for $n\ge1$ the operator $b$ sends no state of level $n$ to zero, so two independent states there would give two independent states at level zero. The squared norm of $b^\dagger\phi$ is $\nu+1$, so raising never fails and all values of $n$ occur. With suitable phases,

$$b|n\rangle=\sqrt n\,|n-1\rangle,\qquad b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle. \tag{10}$$

Adding the two definitions in equation (9) gives $y=a(b+b^\dagger)/\sqrt2$, and therefore

$$y|n\rangle=\frac a{\sqrt2}\left(\sqrt n\,|n-1\rangle+\sqrt{n+1}\,|n+1\rangle\right). \tag{11}$$

The right side contains no $|n\rangle$, and states of different $n$ are orthogonal, so $\langle y\rangle=0$. The squared norm of the right side is the mean of $y^2$:

$$\langle y\rangle=0,\qquad\langle y^2\rangle=\frac{a^2}2(n+n+1)=a^2\left(n+\frac12\right). \tag{12}$$

### The polarizability

From equation (8), the energies in the field are

$$W_n(E)=\hbar\omega\left(n+\frac12\right)-\frac{q^2E^2}{2m\omega^2}. \tag{13}$$

The eigenfunctions are the field-free functions moved rigidly, $\psi_n(x-x_0)$. Since $x=x_0+y$ and $\langle y\rangle=0$, the mean position is $x_0$ in every one of them, and the dipole is

$$q\langle x\rangle=qx_0=\frac{q^2}{m\omega^2}E. \tag{14}$$

Comparison with equation (2) gives

$$\alpha=\frac{q^2}{m\omega^2}, \tag{15}$$

and comparison of equation (13) with equation (4) gives the same value. The quantum number does not appear. Nothing has been expanded in powers of $E$, so in this model the dipole is proportional to the field at any strength.

The opening puzzle can now be answered. The width of a state says how far the particle ranges about the minimum. The polarizability says how far the minimum moves, and this is fixed by the balance between the electric force and the spring, $qE=m\omega^2x_0$. That balance is classical, which is why $\hbar$ is absent from equation (15). A wide state samples a larger part of the parabola, but the parabola has the same curvature everywhere.

Reversing the sign of $q$ reverses $x_0$ but leaves the dipole along the field, since $q$ enters once through the force and once through the dipole. In terms of the spring constant $K=m\omega^2$, the result is $\alpha=q^2/K$. A stiff spring makes $\alpha$ small. As $K\to0$ it grows without limit, because a free charge has no equilibrium position in a static field.

The energy can be followed term by term. The kinetic energy does not change. The mean spring energy is $\tfrac12m\omega^2(x_0^2+\langle y^2\rangle)$, so it rises by $\tfrac12m\omega^2x_0^2=\tfrac12\alpha E^2$. The energy in the field is $-qEx_0=-\alpha E^2$. The sum of the changes is $-\tfrac12\alpha E^2$: half of the energy gained from the field is stored in the spring.

### Numbers for a bound electron

Take an electron with $\hbar\omega=10$ eV. These are round model parameters and do not describe a particular molecule. Division by $\hbar$ gives $\omega=1.519\times10^{16}$ rad/s, and multiplying the square of this by the electron mass gives the spring constant $K=210.3$ N/m. In a field of 1 V/nm the force on the electron is $-1.602\times10^{-10}$ N, so

$$x_0=\frac{-1.602\times10^{-10}\ \text{N}}{210.3\ \text{N/m}}=-7.62\times10^{-13}\ \text{m}=-0.762\ \text{pm}.$$

The dipole is $(-e)(-0.762\ \text{pm})=0.762\ e\,\text{pm}$, along the field. The energy shift is minus half the product of dipole and field. With $1\ \text{V/nm}=1\ \text{mV/pm}$, this is $-\tfrac12(0.762)(1)=-0.381$ meV. The polarizability is

$$\alpha=\frac{(1.602\times10^{-19}\ \text{C})^2}{210.3\ \text{N/m}}=1.221\times10^{-40}\ \text{C}^2\,\text{m}^2/\text{J}.$$

Division by $4\pi\varepsilon_0$, where $\varepsilon_0$ is the electric constant, converts this to a volume, 1.097 Å³.

In a field of 20 V/nm, the displacement is 20 times larger, $-15.24$ pm, and the energy shift is $20^2=400$ times larger, $-152.4$ meV. Both fields are chosen to make the shifts easy to see and are very large for real matter: silicon dioxide breaks down near 1 V/nm, and at 20 V/nm a hydrogen atom loses its electron by tunnelling in a time of the order of 10 ps. Grid diagonalization at 20 V/nm gives the following values for the four lowest levels. The spread is that of the field-free state.

| $n$ | field-free energy (eV) | spread (pm) | shift (meV) |
|---|---|---|---|
| 0 | 5.0 | 61.7 | −152.4 |
| 1 | 15.0 | 106.9 | −152.4 |
| 2 | 25.0 | 138.0 | −152.4 |
| 3 | 35.0 | 163.3 | −152.4 |

The spread grows as $\sqrt{2n+1}$, as equation (12) requires, while the shift is common to all levels. The spacings between levels are therefore unchanged by the field.

## Cancellation, moving states and the limits of the result

The symbols are those of the first half. A charge $q$ of mass $m$ is bound with angular frequency $\omega$ and feels a uniform field $E$. The length $a$ satisfies $a^2=\hbar/(m\omega)$. The field moves every stationary state by $x_0=qE/(m\omega^2)$ and lowers its energy by $\tfrac12\alpha E^2$, with $\alpha=q^2/(m\omega^2)$. About the displaced centre, with $y=x-x_0$, level $n$ has $\langle y\rangle=0$ and $\langle y^2\rangle=a^2(n+\tfrac12)$. At zero field $y$ and $x$ coincide, so equation (11) then gives the action of $x$ itself.

Completing the square has shown that a uniform static field shifts every level of the oscillator by the same distance and the same energy, so all levels share the polarizability $\alpha=q^2/(m\omega^2)$. It remains to show how the larger spread of the excited states cancels out, what happens for states that are not stationary and for forces that are not harmonic, and what the model says about dielectrics.

All numerical values are calculated from the stated model.
